# Onset of Hoop Compression in a Stretched Annular Sheet

## 1. The flat sheet and its threshold

A thin film with a circular hole floats on a liquid. The liquid surface in the hole pulls on the inner edge of the film, and the surface outside pulls on the outer edge. Since both edges are under tension, one might conclude that the whole film is taut. That conclusion fails when the inner pull is strong enough: the stress along circles around the hole becomes compressive although no edge is pushed. A calculation that assumes a taut film then misses the state from which wrinkles grow. The opposite rule, that any excess of inner over outer tension produces compression, fails as well, because it rules out a range of tensions at which the film is taut everywhere.

For a large sheet the dividing line is an inner tension equal to twice the outer tension. For a sheet of finite size the line lies lower. Both statements follow from the stress in the flat sheet.

### Model and signs

The sheet occupies $R_i<r<R_o$ in polar coordinates $(r,\theta)$. It is flat, uniform, isotropic and linearly elastic, with thickness $h$, Young's modulus $E$ and Poisson ratio $\nu$. Stresses are integrated through the thickness, so that they are forces per length, and they are positive in tension. The radial stress $\sigma_r$ acts across circles; the hoop stress $\sigma_\theta$ acts across radial lines and therefore pulls along circles.

A uniform tension $T_i\ge 0$ pulls the inner edge toward the centre, and a uniform tension $T_o>0$ pulls the outer edge outward. Both pulls stretch the material next to the edge, so both enter with a positive sign:

$$\sigma_r(R_i)=T_i,\qquad \sigma_r(R_o)=T_o. \tag{1}$$

The sheet and its loads are axially symmetric and no torque acts. The shear stress then vanishes, and $\sigma_r$ and $\sigma_\theta$ depend on $r$ alone. The liquid beneath is at rest and exerts no tangential force on the sheet.

### Force balance

Consider the small piece between $r$ and $r+dr$ that spans an angle $d\theta$. Its outer arc has length $(r+dr)\,d\theta$ and is pulled outward; its inner arc has length $r\,d\theta$ and is pulled inward. To first order in $dr$ the difference of these two forces is

$$\frac{d(r\sigma_r)}{dr}\,dr\,d\theta .$$

Each of the two straight sides has length $dr$ and carries the force $\sigma_\theta\,dr$. The two sides are tilted by $d\theta/2$ on either side of the middle radius, so each force has the inward component $\sigma_\theta\,dr\,\sin(d\theta/2)$, and together they pull inward with $\sigma_\theta\,dr\,d\theta$. The sum of all radial forces must vanish:

$$\frac{d(r\sigma_r)}{dr}=\sigma_\theta . \tag{2}$$

Integration of (2) across the sheet, with the edge values (1), gives

$$\int_{R_i}^{R_o}\sigma_\theta\,dr=R_oT_o-R_iT_i . \tag{3}$$

This relation holds for any material. If $R_iT_i>R_oT_o$, the integral is negative and some part of the sheet must be in hoop compression. If $R_iT_i<R_oT_o$, the average hoop stress is tensile, but (3) does not say whether the stress is tensile at every radius. Force balance alone cannot settle that question, because it is one equation for two stresses. The second equation comes from elasticity.

### The condition set by the displacement

Let $u(r)$ be the radial displacement, positive outward. A radial line element of length $dr$ changes its length by $u'\,dr$. A circle of length $2\pi r$ becomes one of length $2\pi(r+u)$. For small displacements the two strains are therefore

$$\varepsilon_r=\frac{du}{dr},\qquad \varepsilon_\theta=\frac{u}{r}. \tag{4}$$

They come from one function, so they are not independent. Since $u=r\varepsilon_\theta$,

$$\varepsilon_r=\frac{d(r\varepsilon_\theta)}{dr}. \tag{5}$$

The faces of a thin sheet carry negligible normal stress compared with the stresses in its plane. Hooke's law then reads

$$Y\varepsilon_r=\sigma_r-\nu\sigma_\theta,\qquad Y\varepsilon_\theta=\sigma_\theta-\nu\sigma_r,\qquad Y=Eh . \tag{6}$$

Insert (6) into (5). Because $Y$ and $\nu$ do not vary with $r$, they can be moved through the derivative:

$$\sigma_r-\nu\sigma_\theta=\frac{d(r\sigma_\theta)}{dr}-\nu\frac{d(r\sigma_r)}{dr}
=\sigma_\theta+r\frac{d\sigma_\theta}{dr}-\nu\sigma_\theta .$$

The last term was simplified with the force balance (2). The terms $-\nu\sigma_\theta$ on the two sides cancel, which leaves

$$r\frac{d\sigma_\theta}{dr}=\sigma_r-\sigma_\theta . \tag{7}$$

The force balance (2), with its derivative written out, is

$$r\frac{d\sigma_r}{dr}=\sigma_\theta-\sigma_r . \tag{8}$$

The right-hand sides of (7) and (8) are opposite. Adding the equations shows that the sum of the stresses does not depend on $r$:

$$\sigma_r+\sigma_\theta=2A , \tag{9}$$

where $A$ is a constant. Any rise of the radial stress above $A$ is matched by an equal fall of the hoop stress below $A$. This is the mechanism by which a strong radial pull produces hoop compression.

The cancellation of $\nu$ used a uniform and isotropic sheet. If the thickness or the modulus varies with radius, extra derivatives appear in the step before (7), and the threshold found below need not hold.

### The stress field

Replace $\sigma_\theta$ in (8) by $2A-\sigma_r$ from (9):

$$r\frac{d\sigma_r}{dr}+2\sigma_r=2A .$$

Multiplication by $r$ turns the left side into a total derivative, since $d(r^2\sigma_r)/dr=r^2\sigma_r'+2r\sigma_r$. Thus

$$\frac{d(r^2\sigma_r)}{dr}=2Ar,\qquad r^2\sigma_r=Ar^2+C,$$

with a second constant $C$. Division by $r^2$, and (9) for the hoop stress, give

$$\sigma_r=A+\frac{C}{r^2},\qquad \sigma_\theta=A-\frac{C}{r^2}. \tag{10}$$

The constant $A$ is a uniform tension, equal in all directions. The term with $C$ is a disturbance that decays away from the hole and has opposite signs in the two directions.

The edge conditions (1) become

$$A+\frac{C}{R_i^2}=T_i,\qquad A+\frac{C}{R_o^2}=T_o .$$

Subtracting the second from the first removes $A$:

$$C\,\frac{R_o^2-R_i^2}{R_i^2R_o^2}=T_i-T_o ,\qquad
C=\frac{(T_i-T_o)R_i^2R_o^2}{R_o^2-R_i^2}. \tag{11}$$

The second condition then gives

$$A=T_o-\frac{C}{R_o^2}=T_o-\frac{(T_i-T_o)R_i^2}{R_o^2-R_i^2}
=\frac{T_oR_o^2-T_iR_i^2}{R_o^2-R_i^2}. \tag{12}$$

In the last step the two terms $\pm T_oR_i^2$ cancel over the common denominator. Neither $E$, $h$ nor $\nu$ appears in (11) and (12). Elasticity was needed to fix the form of the stress field, but the stiffness does not affect its size when the edge tensions are given.

The formulas also apply if an edge is held in a frame at fixed displacement, provided that $T_i$ and $T_o$ are the tensions then present at the edges. The tension at such an edge is no longer a free input. It follows from the imposed displacement and in general depends on the elastic constants.

### Where compression can start

The radial stress in (10) varies monotonically with $r$ and takes the values $T_i$ and $T_o$ at the edges. It lies between them everywhere, so it is never compressive. Any compression must be hoop compression, and two cases cover all edge tensions.

**Inner tension no larger than outer tension.** If $T_i\le T_o$, then $C\le 0$ by (11). The hoop stress $A-C/r^2=A+|C|/r^2$ does not increase with $r$, so its smallest value is at the outer edge. With $A=T_o-C/R_o^2$ from (12), this value is

$$\sigma_\theta(R_o)=A-\frac{C}{R_o^2}=T_o-\frac{2C}{R_o^2}\ge T_o>0 .$$

No part of the sheet is compressed.

**Inner tension larger than outer tension.** If $T_i>T_o$, then $C>0$, and $\sigma_\theta=A-C/r^2$ increases with $r$. Its smallest value is at the inner edge. There (9) gives $\sigma_\theta(R_i)=2A-T_i$, and with (12)

$$\sigma_\theta(R_i)=\frac{2T_oR_o^2-2T_iR_i^2-T_i(R_o^2-R_i^2)}{R_o^2-R_i^2}
=\frac{2T_oR_o^2-T_i(R_o^2+R_i^2)}{R_o^2-R_i^2}. \tag{13}$$

At fixed $T_o$ this is a decreasing linear function of $T_i$. Since the inner edge carries the smallest hoop stress, the sign of (13) decides whether compression exists anywhere. With $\lambda=R_o/R_i$, the sheet has hoop compression if and only if

$$\frac{T_i}{T_o}>\frac{2R_o^2}{R_o^2+R_i^2}=\frac{2}{1+\lambda^{-2}} . \tag{14}$$

The right side exceeds 1 for every $\lambda>1$, so (14) also gives the correct answer, no compression, in the first case. As $T_i$ is raised at fixed $T_o$, compression first appears at the inner edge, when (14) becomes an equality.

### The large sheet and the factor of two

For $R_o\gg R_i$ at fixed edge tensions, the constants become $A\to T_o$ and $C\to(T_i-T_o)R_i^2$. The hoop stress is then

$$\sigma_\theta(r)\to T_o-(T_i-T_o)\frac{R_i^2}{r^2},\qquad
\sigma_\theta(R_i)\to 2T_o-T_i , \tag{15}$$

and hoop compression first appears when

$$T_i>2T_o . \tag{16}$$

The factor of two can be read from the two parts of (10). Far from the hole the sheet is pulled equally in all directions with tension $T_o$. At the inner edge the radial stress has to be raised by $T_i-T_o$. The disturbance that does this lowers the hoop stress by the same amount. The hoop stress reaches zero when the lowering equals the background tension, $T_i-T_o=T_o$.

The same formula covers a hole with a free edge. For $T_i=0$ the large-sheet hoop stress at the edge is $2T_o$, twice the distant tension. Compared with the uniform state $T_i=T_o$, where the hoop stress is $T_o$, a free edge raises the hoop stress at the hole by $T_o$, and an inner tension of $2T_o$ lowers it by $T_o$.

### Finite sheets

For a sheet that is large but finite, expansion of (14) in $\lambda^{-2}$ gives

$$\frac{2}{1+\lambda^{-2}}= 2-2\lambda^{-2}+O(\lambda^{-4}). \tag{17}$$

The threshold approaches 2 from below. A finite sheet with $T_i=2T_o$ is thus already compressed near its hole. The values from (14) are 1.3846 for $\lambda=1.5$, 1.8000 for $\lambda=3$, 1.9802 for $\lambda=10$ and 1.9998 for $\lambda=100$. The rule (16) is therefore accurate to about one per cent when the outer radius is ten times the inner one, but it is poor for a narrow ring. In the limit $\lambda\to1$ the threshold tends to 1.

This narrow limit agrees with the force balance (3). The average hoop stress changes sign at $R_iT_i=R_oT_o$, that is, at $T_i/T_o=\lambda$, which also tends to 1. For every $\lambda>1$ compression begins before the average changes sign, because

$$\lambda-\frac{2\lambda^2}{1+\lambda^2}=\frac{\lambda(\lambda-1)^2}{1+\lambda^2}>0 .$$

A sheet can thus be compressed near the hole while the total hoop force across a radial cut is still tensile.

## 2. Compressed zone, strain and buckling

The sheet lies between the radii $R_i$ and $R_o=\lambda R_i$ and is pulled by the edge tensions $T_i$ (inner) and $T_o$ (outer). Its thickness is $h$, its Young's modulus $E$, its Poisson ratio $\nu$, and $Y=Eh$. From the first half, the flat sheet has the stresses $\sigma_r=A+C/r^2$ and $\sigma_\theta=A-C/r^2$ of (10), with $C$ and $A$ given by (11) and (12). Hoop compression exists if and only if $T_i/T_o>2/(1+\lambda^{-2})$, equation (14), and it starts at $R_i$.

### Extent of the compressed zone

Above the threshold $C>0$, and $\sigma_\theta$ rises with $r$. If it is positive at the outer edge, it vanishes at one radius $r_c$, where $A=C/r_c^2$:

$$r_c=\sqrt{\frac{C}{A}}=R_iR_o\sqrt{\frac{T_i-T_o}{T_oR_o^2-T_iR_i^2}}
\;\longrightarrow\; R_i\sqrt{\frac{T_i}{T_o}-1}\quad(\lambda\to\infty). \tag{18}$$

At $T_i=2T_o$ the large-sheet form gives $r_c=R_i$, so the zone grows from zero width. This is the compressed zone of the flat state. Once the sheet wrinkles, the stresses change, and (18) is not a formula for the length of the wrinkles.

### Compressive stress and shortened circles

Compression is a statement about stress, not about length. At the threshold $\sigma_\theta(R_i)=0$ and $\sigma_r(R_i)=T_i$. Hooke's law (6) then gives

$$\varepsilon_\theta(R_i)=-\frac{\nu T_i}{Y}. \tag{19}$$

For $\nu>0$ the inner circle is already shorter than in the unloaded sheet. This is the sideways contraction of a strip pulled along its length, and it needs no hoop force. Hoop compression begins when the inner edge is drawn in further than this natural contraction. For $\nu>0$, a criterion based on the sign of $\varepsilon_\theta$ would place the onset too low: for $\nu=0.34$ and $\lambda=10$ it gives $T_i/T_o=1.49$ instead of 1.98. For $\nu=0$ the two criteria coincide.

### A floating polymer film

Take a glassy polystyrene film on water, with a clean water surface in the hole and a surfactant layer on the surface outside. The hole and the outside share one bath under the film, so a lasting difference in tension needs an insoluble monolayer; a dissolved surfactant would in time reach the hole through the bath. The following values are rough but typical: $h=100$ nm, $E=3.4$ GPa, $\nu=0.34$, $R_i=1$ mm, $R_o=10$ mm, $T_i=72$ mN/m and $T_o=28$ mN/m. The tension ratio is 2.571, and $\lambda=10$ gives the threshold 1.9802. The flat film is therefore compressed near the hole. From (11) and (12),

$$\frac{C}{R_i^2}=\frac{(72-28)\times100}{99}=44.44\ \text{mN/m},\qquad
A=\frac{28\times100-72}{99}=27.56\ \text{mN/m}.$$

The hoop stress at the inner edge is $27.56-44.44\approx-16.9$ mN/m; the large-sheet formula (15) gives $-16.0$ mN/m. At the outer edge the hoop stress is $27.56-0.44\approx27.1$ mN/m. The compressed zone ends at $r_c=\sqrt{44.44/27.56}\ \text{mm}=1.27$ mm.

With $T_o$ held at 28 mN/m, compression starts at $T_i=1.9802\times28=55.45$ mN/m. With $T_i$ held at 72 mN/m, it starts when the outer tension is lowered to $72/1.9802=36.36$ mN/m.

The stretching modulus is $Y=340$ N/m. The hoop strain at the inner edge is $(-16.89-0.34\times72)/(340\times10^3)=-1.2\times10^{-4}$, while (19) gives $-5.5\times10^{-5}$ at the threshold. Strains of this size justify the linear theory.

### Why buckling comes later

A sheet with bending stiffness can carry some compression and stay flat. To find how much, give it a small upward deflection $\zeta=f(r)\cos m\theta$ and compute the energy to second order in $f$.

The deflection adds $\tfrac12\partial_i\zeta\,\partial_j\zeta$ to the in-plane strain, because a tilted line element is longer than its projection. The sheet may also move in its plane by an amount of order $\zeta^2$. The work of the existing stresses on that motion cancels the change in the energy of the edge loads, since the flat state is in equilibrium. What remains at second order is the work of the existing stresses on the added strain, with density $\tfrac12[\sigma_r(\partial_r\zeta)^2+\sigma_\theta(\partial_\theta\zeta/r)^2]$.

Bending strains the material at height $z$ above the middle plane by $-z$ times the curvature. Integration of $z^2$ through the thickness gives $h^3/12$ and the bending stiffness $B=Eh^3/[12(1-\nu^2)]$. The curvatures are the components of the derivative of the slope vector $(\partial_r\zeta,\partial_\theta\zeta/r)$, with the turning of the polar directions included. Their amplitudes are

$$\kappa_r=f'',\qquad \kappa_\theta=\frac{f'}{r}-\frac{m^2f}{r^2},\qquad
\kappa_{r\theta}=-m\left(\frac{f'}{r}-\frac{f}{r^2}\right). \tag{20}$$

The liquid under the film adds $\tfrac12\rho g\zeta^2$ per area, with density $\rho$ and gravitational acceleration $g$.

The liquid surfaces attached to the edges must ripple too. Without gravity, the surface in the hole takes the shape of least area, $f(R_i)(r/R_i)^m\cos m\theta$. Its energy is

$$\frac{T_i}{2}\,\pi\int_0^{R_i}2m^2f(R_i)^2\frac{r^{2m-1}}{R_i^{2m}}\,dr=\frac{\pi}{2}\,mT_if(R_i)^2 .$$

The outer surface decays as $r^{-m}$ and gives $\tfrac{\pi}{2}mT_of(R_o)^2$ in the same way. Gravity would raise both terms, but by less than one per cent for the wrinkle numbers found below. The angular integrals of $\cos^2m\theta$ and $\sin^2m\theta$ are both $\pi$ for $m\ge1$, so the total is

$$\begin{aligned}
U=\frac{\pi}{2}\Big\{&\int_{R_i}^{R_o}\Big[B\big(\kappa_r^2+\kappa_\theta^2+2\nu\kappa_r\kappa_\theta+2(1-\nu)\kappa_{r\theta}^2\big)\\
&+\sigma_rf'^2+\sigma_\theta\frac{m^2f^2}{r^2}+\rho gf^2\Big]r\,dr+mT_if(R_i)^2+mT_of(R_o)^2\Big\}. \tag{21}
\end{aligned}$$

For $0\le\nu<1$ the bending terms together are never negative, because $\kappa_r^2+\kappa_\theta^2+2\nu\kappa_r\kappa_\theta=(1-\nu)(\kappa_r^2+\kappa_\theta^2)+\nu(\kappa_r+\kappa_\theta)^2$. The radial, liquid and edge terms are not negative either. Only the hoop term can lower the energy, and only where $\sigma_\theta<0$. Hoop compression is therefore necessary for buckling in this model, but it is not sufficient.

### Size of the delay

The stresses (10) are linear in $T_i$, and so is (21). With $f$ expanded in piecewise cubic functions with continuous slope (100 finite elements, shorter near the hole), $U$ becomes a quadratic form with matrix $K_0+T_iK_1$. Here $K_0$ is positive definite. The form first loses positivity at $T_i=1/\mu$, where $\mu$ is the largest eigenvalue of $-K_1f=\mu K_0f$. The lowest such tension was sought over $m$ between 2 and 900, on a coarse set of values refined around the minimum.

For the film above, with $T_o$ held at 28 mN/m, the result is $T_i=64.6$ mN/m with $m=84$. This is 16.5 per cent above the tension at which compression starts, and the ratio $T_i/T_o$ is 2.31 instead of 1.98. The chosen inner tension of 72 mN/m lies 11 per cent above the buckling value. The flat state of the example is thus unstable in this model, and its stress of $-16.9$ mN/m is not the stress of the wrinkled film.

If the two edge terms for the attached liquid are left out, the buckling tension falls to 60.4 mN/m with $m=62$. The attached surface accordingly supplies a large part of the delay. The weight of the liquid under the film hardly matters: in (21) it acts like an addition $\rho gr^2/m^2$ to the hoop stress, which near the hole is $9.81/84^2\approx0.0014$ mN/m.

### How the delay depends on thickness

For a large, thin sheet the trend follows from (21) near the inner edge. Put $r=R_i(1+s)$ with $s\ll1$, let $\delta=T_i/T_o-2$ be small, and define $\epsilon=B/(T_oR_i^2)$. To leading order $\sigma_r\approx2T_o$, and (15) gives $\sigma_\theta\approx T_o(2s-\delta)$. For large $m$ the strongest bending term is $m^4f^2$. Apart from the edge term, the energy is proportional to

$$\int_0^\infty\left[2\left(\frac{df}{ds}\right)^2+m^2(2s-\delta)f^2+\epsilon m^4f^2\right]ds . \tag{22}$$

Set $s=m^{-2/3}t$. The first term and the term with $2s$ then both scale as $m^{4/3}$, and their smallest sum is $a\,m^{4/3}\int f^2ds$. The number $a$ depends on the condition at the edge. The attached liquid costs an energy of order $mf(R_i)^2$, against $m^{2/3}f^2$ for the slope term, so for very large $m$ it forces $f(R_i)$ toward zero. For a free edge the slope vanishes instead. In both limits $a$ does not depend on $m$. Expression (22) reaches zero when

$$\delta=a\,m^{-2/3}+\epsilon m^2 . \tag{23}$$

Few wrinkles need a wide compressed zone, and many wrinkles cost bending energy. Setting the derivative with respect to $m$ to zero gives $m^{8/3}=a/(3\epsilon)$. The second term of (23) is then one third of the first, and

$$m\propto\epsilon^{-3/8}\propto h^{-9/8},\qquad \delta=\frac{4a}{3}m^{-2/3}\propto\epsilon^{1/4}\propto h^{3/4}, \tag{24}$$

at fixed $E$, $\nu$, $T_o$ and $R_i$. Halving the thickness should multiply the delay by $2^{-3/4}=0.59$ and the number of wrinkles at onset by $2^{9/8}=2.18$. The eigenvalue calculation for films of 100, 50 and 25 nm, with all other inputs fixed, gives delays of 16.5, 9.6 and 5.6 per cent and wrinkle numbers 84, 181 and 394. The successive factors are close to those of (24). As $h\to0$ the delay vanishes, and buckling starts at the threshold of compression. These wrinkle numbers, and the scaling of $m$ in (24), belong to the first unstable mode. Above the onset a band of modes is unstable, for the 100 nm film at 72 mN/m roughly $m=25$ to $197$, and the second-order energy (21) does not determine how many wrinkles the film then shows.

### The real film

Floating polystyrene films with thicknesses from tens to hundreds of nanometres are a real system of this kind. Clean water has a surface tension near 72 mN/m at room temperature, and common surfactants lower it to roughly 30 mN/m, so the example is not far from typical. The radial stress $T_i/h=0.72$ MPa is well below the strength of the glassy polymer, which is roughly some tens of MPa.

Of the effects computed here, bending together with the attached liquid moves the onset of wrinkling most, by 16.5 per cent at 100 nm. The finite radius ratio moves the threshold by about one per cent. An assumption that a real film can break is that the surfactant stays outside. If it leaks into the hole, $T_i$ falls; with $T_o$ fixed at 28 mN/m, compression disappears once $T_i$ is below 55.45 mN/m. A design that must avoid compression can use (14) directly, for a uniform, isotropic, linearly elastic film that is flat and free of stress before loading and whose edge tensions are known. The higher buckling tension offers a margin against wrinkling, not against compression, and only for the film and edge conditions for which it was computed.
